# Projecting the Dresselhaus term on [001], [110] and [111] quantum wells: a program that tests the result

```python
"""Linear spin-orbit fields of [001], [110] and [111] quantum wells.

Result under test: the bulk Dresselhaus term gamma * sigma . b(k), with
b = (kx(ky^2-kz^2), ky(kz^2-kx^2), kz(kx^2-ky^2)) in cubic axes, projected on
the lowest subband gives, to linear order in the in-plane wave vector,
  [001]: gamma*kappa*(-sX kX + sY kY)             (in-plane field)
  [110]: gamma*kappa/2 * sZ kX                    (out-of-plane field)
  [111]: 2*gamma*kappa/sqrt(3) * (sX kY - sY kX)  (Rashba form)
X, Y, Z: right-handed well frame, Z the growth axis; sX, sY, sZ: Pauli
matrices along it; kappa: mean of kZ^2 in the lowest subband.
Energies in eV and lengths in nm inside the program.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq


def dresselhaus(kx, ky, kz):
    """Bulk field b(k) in cubic axes; accepts symbols or arrays."""
    return [kx * (ky**2 - kz**2), ky * (kz**2 - kx**2), kz * (kx**2 - ky**2)]


# ---------- symbolic projection from the cubic-axis definition ----------
X, Y, Z, kap = sp.symbols("X Y Z kappa", real=True)
r2, r3, r6 = sp.sqrt(2), sp.sqrt(3), sp.sqrt(6)
frames = {
    "[001]": sp.eye(3),
    "[110]": sp.Matrix([[-1/r2, 1/r2, 0], [0, 0, 1], [1/r2, 1/r2, 0]]),
    "[111]": sp.Matrix([[1/r6, 1/r6, -2/r6], [-1/r2, 1/r2, 0],
                        [1/r3, 1/r3, 1/r3]]),
}
k2 = X**2 + Y**2
derived = {
    "[001]": [-X * (kap - Y**2), Y * (kap - X**2), sp.Integer(0)],
    "[110]": [sp.Integer(0), sp.Integer(0), X * (kap - X**2 + 2*Y**2) / 2],
    "[111]": [(4*kap - k2) * Y / (2*r3), -(4*kap - k2) * X / (2*r3),
              Y * (3*X**2 - Y**2) / r6],
}
cubic_in_kz = {}
for name, R in frames.items():
    assert sp.simplify(R * R.T - sp.eye(3)) == sp.zeros(3, 3)
    assert sp.simplify(R.det() - 1) == 0
    k_crystal = R.T * sp.Matrix([X, Y, Z])
    b_frame = R * sp.Matrix(dresselhaus(*k_crystal))
    cubic_in_kz[name] = []
    for component, formula in zip(b_frame, derived[name]):
        poly = sp.expand(component)
        projected = poly.coeff(Z, 0) + kap * poly.coeff(Z, 2)
        assert sp.simplify(projected - formula) == 0
        cubic_in_kz[name].append(float(sp.simplify(poly.coeff(Z, 3))))

# coefficient of kZ^2 for an arbitrary growth direction n
q = sp.symbols("q1:4", real=True)
n = sp.symbols("n1:4", real=True)
b_general = dresselhaus(*[q[i] + Z * n[i] for i in range(3)])
for i in range(3):
    j, l = (i + 1) % 3, (i + 2) % 3
    linear = q[i]*(n[j]**2 - n[l]**2) + 2*n[i]*(n[j]*q[j] - n[l]*q[l])
    assert sp.expand(sp.expand(b_general[i]).coeff(Z, 2) - linear) == 0

# ---------- finite square well: analytic mean of kZ^2 ----------
mass_ratio, depth, width = 0.07, 0.3, 10.0
gamma, k_in = 0.02, 0.1
t = const.hbar**2 / (2*mass_ratio*const.m_e) / const.e * 1e18  # eV nm^2


def decay(q0):
    return np.sqrt(depth / t - q0**2)


q_top = min(np.pi / width, np.sqrt(depth / t))
q0 = brentq(lambda p: p*np.sin(p*width/2) - decay(p)*np.cos(p*width/2),
            1e-6, q_top * (1 - 1e-12), xtol=1e-14)
lam = decay(q0)
kappa = q0**2 / (1 + 2 / (lam * width))
kappa_hard = (np.pi / width)**2

edge = np.cos(q0 * width / 2)
norm = 2 * (quad(lambda z: np.cos(q0*z)**2, 0, width/2)[0]
            + quad(lambda s: (edge*np.exp(-lam*s))**2, 0, np.inf)[0])
slope2 = 2 * (quad(lambda z: (q0*np.sin(q0*z))**2, 0, width/2)[0]
              + quad(lambda s: (lam*edge*np.exp(-lam*s))**2, 0, np.inf)[0])
kappa_quad = slope2 / norm
assert abs(kappa_quad / kappa - 1) < 1e-7

# ---------- full well in plane waves, all powers of kZ retained ----------
box, n_max = 40.0, 60
index = np.arange(-n_max, n_max + 1)
G = 2 * np.pi * index / box
size = len(G)
diff = index[:, None] - index[None, :]


def region(center, length):
    """Plane-wave matrix of a function equal to 1 on an interval."""
    phase = np.exp(-2j * np.pi * diff * center / box)
    return phase * (length / box) * np.sinc(diff * length / box)


h_sym = np.diag(t*G**2 + depth) - depth * region(0.0, width)
step = 0.05  # eV, raises the right half of the well
h_asym = h_sym + step * region(width/4, width/2)


def moments(h):
    energy, vec = eigh(h, subset_by_index=[0, 1])
    weight = np.abs(vec[:, 0])**2
    return energy, [float(np.sum(weight * G**p)) for p in (1, 2, 3)]


levels, (m1, kappa_pw, m3) = moments(h_sym)
_, (a1, kappa_asym, a3) = moments(h_asym)
assert abs(levels[0] - t*q0**2) < 1e-5
assert abs(kappa_pw / kappa - 1) < 1e-3  # finite plane-wave cutoff
# odd moments vanish for a real envelope, even without mirror symmetry
assert max(abs(v) for v in (m1, m3, a1, a3)) < 1e-8

R_num = {s: np.array(R.tolist(), dtype=float) for s, R in frames.items()}
field_fn = {s: sp.lambdify((X, Y, kap), f, "math")
            for s, f in derived.items()}


def field(name, kX, kY, kap_value):
    return np.array(field_fn[name](kX, kY, kap_value), dtype=float)


def lowest_pair(name, kX, kY, g, h, extra=(0.0, 0.0, 0.0)):
    """Splitting and lower-state spin (well frame) of the full problem."""
    R = R_num[name]
    k_crystal = R.T @ np.array([kX + 0*G, kY + 0*G, G])
    b = g * np.array(dresselhaus(*k_crystal))
    b = b + (R.T @ np.array(extra))[:, None]
    H = np.block([[h + np.diag(b[2]), np.diag(b[0] - 1j*b[1])],
                  [np.diag(b[0] + 1j*b[1]), h - np.diag(b[2])]])
    energy, vec = eigh(H, subset_by_index=[0, 1])
    up, down = vec[:size, 0], vec[size:, 0]
    c = np.vdot(up, down)
    spin = np.array([2*c.real, 2*c.imag,
                     np.vdot(up, up).real - np.vdot(down, down).real])
    return energy[1] - energy[0], R @ spin


def in_plane(angle_deg):
    a = np.radians(angle_deg)
    return k_in * np.cos(a), k_in * np.sin(a)


# linear coefficients against the small-k slope of the full spectrum
coefficient = {"[001]": gamma*kappa, "[110]": gamma*kappa/2,
               "[111]": 2*gamma*kappa/np.sqrt(3)}
slope = {}
for name in frames:
    tiny = 1e-3
    slope[name] = lowest_pair(name, tiny, 0.0, gamma, h_sym)[0] / (2*tiny)
    # tolerance: plane-wave cutoff and higher orders in gamma
    assert abs(slope[name] / coefficient[name] - 1) < 2e-3

# splittings and spin directions at finite k
table, spins, deviation = [], {}, {}
for name in frames:
    for angle in (0, 30, 90):
        kX, kY = in_plane(angle)
        f = field(name, kX, kY, kappa)
        first_order = 2 * gamma * np.linalg.norm(f)
        small = 1e-4  # isolates the part linear in k
        lin = np.linalg.norm(field(name, small*kX, small*kY, kappa)) / small
        full, spin = lowest_pair(name, kX, kY, gamma, h_sym)
        assert abs(full - first_order) < 2e-3*first_order + 1e-10
        if first_order > 1e-8:
            cosine = spin @ f / np.linalg.norm(spin) / np.linalg.norm(f)
            assert cosine < -0.9999
        if angle == 30:
            spins[name] = spin
        table.append((name, angle, 2*gamma*lin, first_order, full))
    # what remains is of higher order in gamma: it drops when gamma is halved
    kX, kY = in_plane(30)
    f_pw = np.linalg.norm(field(name, kX, kY, kappa_pw))
    deviation[name] = [
        abs(lowest_pair(name, kX, kY, g, h_sym)[0] / (2*g*f_pw) - 1)
        for g in (gamma, gamma/2)]
    assert deviation[name][1] < 0.5 * deviation[name][0]

# [110]: mirror symmetry keeps the spin along Z; an asymmetric well tilts it
kX, kY = in_plane(30)
tilt_sym = np.hypot(*spins["[110]"][:2])
split_asym, spin_asym = lowest_pair("[110]", kX, kY, gamma, h_asym)
tilt_asym = np.hypot(*spin_asym[:2])
first_asym = 2*gamma*np.linalg.norm(field("[110]", kX, kY, kappa_asym))
assert tilt_sym < 1e-6 < tilt_asym
assert abs(split_asym / first_asym - 1) < 1e-2  # higher orders in gamma

# [111]: a Rashba term of opposite sign leaves only the cubic field
alpha = -2 * gamma * kappa_pw / np.sqrt(3)
left = {}
for angle in (0, 30, 90):
    kX, kY = in_plane(angle)
    got = lowest_pair("[111]", kX, kY, gamma, h_sym,
                      (alpha*kY, -alpha*kX, 0.0))[0]
    cubic = 2*gamma*np.linalg.norm(field("[111]", kX, kY, 0.0))
    assert abs(got / cubic - 1) < 1e-2  # higher orders in gamma
    left[angle] = (cubic, got)

# ---------- output ----------
print(f"mass = {mass_ratio} electron masses; depth = {depth*1e3:.0f} meV")
print(f"width d = {width:.0f} nm; gamma = {gamma} eV nm^3")
print(f"in-plane k = {k_in} nm^-1")
print(f"hbar^2/(2m) = {t:.5f} eV nm^2")
print(f"inside wave number q0 = {q0:.5f} nm^-1")
print(f"outside decay constant lambda = {lam:.5f} nm^-1")
print(f"lowest level = {t*q0**2*1e3:.3f} meV")
print(f"gap to second level = {(levels[1]-levels[0])*1e3:.2f} meV")
print(f"kappa, formula = {kappa:.6f} nm^-2")
print(f"kappa, quadrature = {kappa_quad:.6f} nm^-2")
print(f"kappa, plane waves = {kappa_pw:.6f} nm^-2")
print(f"kappa, hard walls = {kappa_hard:.6f} nm^-2")
print(f"ratio kappa / hard-wall value = {kappa/kappa_hard:.4f}")
for name in frames:
    v = [round(c, 4) + 0.0 for c in cubic_in_kz[name]]
    print(f"{name} coefficient of kZ^3 in field (X,Y,Z) = {v}")
for name in frames:
    print(f"{name} linear coefficient: formula {coefficient[name]*1e3:.4f}, "
          f"full slope {slope[name]*1e3:.4f} meV nm")
print("splittings in micro-eV: linear, first order in gamma, full")
for name, angle, lin, first, full in table:
    vals = [round(v*1e6, 2) + 0.0 for v in (lin, first, full)]
    print(f"{name} angle {angle:2d} deg: "
          + ", ".join(f"{v:.2f}" for v in vals))
for name in frames:
    s = [round(float(c), 4) + 0.0 for c in spins[name]]
    print(f"{name} lower-state <sigma> (X,Y,Z) at 30 deg = {s}")
for name in frames:
    d1, d2 = deviation[name]
    print(f"{name} relative deviation at gamma, gamma/2: {d1:.2e}, {d2:.2e}")
print(f"asymmetric well: step {step*1e3:.0f} meV on right half, "
      f"kappa = {kappa_asym:.6f} nm^-2")
print(f"[110] in-plane <sigma>, asymmetric well = {tilt_asym:.2e}")
print(f"[110] splitting, asymmetric well: first order {first_asym*1e6:.2f}, "
      f"full {split_asym*1e6:.2f} micro-eV")
print(f"[111] cancelling Rashba alpha = {alpha*1e3:.4f} meV nm")
for angle, (cubic, got) in left.items():
    print(f"[111] left after cancellation, {angle:2d} deg: cubic formula "
          f"{cubic*1e6:.3f}, full {got*1e6:.3f} micro-eV")
print("verified")
```

Printed output:

```
mass = 0.07 electron masses; depth = 300 meV
width d = 10 nm; gamma = 0.02 eV nm^3
in-plane k = 0.1 nm^-1
hbar^2/(2m) = 0.54428 eV nm^2
inside wave number q0 = 0.24648 nm^-1
outside decay constant lambda = 0.70031 nm^-1
lowest level = 33.066 meV
gap to second level = 95.33 meV
kappa, formula = 0.047255 nm^-2
kappa, quadrature = 0.047255 nm^-2
kappa, plane waves = 0.047255 nm^-2
kappa, hard walls = 0.098696 nm^-2
ratio kappa / hard-wall value = 0.4788
[001] coefficient of kZ^3 in field (X,Y,Z) = [0.0, 0.0, 0.0]
[110] coefficient of kZ^3 in field (X,Y,Z) = [-0.5, 0.0, 0.0]
[111] coefficient of kZ^3 in field (X,Y,Z) = [0.0, 0.0, 0.0]
[001] linear coefficient: formula 0.9451, full slope 0.9451 meV nm
[110] linear coefficient: formula 0.4726, full slope 0.4725 meV nm
[111] linear coefficient: formula 1.0913, full slope 1.0913 meV nm
splittings in micro-eV: linear, first order in gamma, full
[001] angle  0 deg: 189.02, 189.02, 189.02
[001] angle 30 deg: 189.02, 174.24, 174.23
[001] angle 90 deg: 189.02, 189.02, 189.02
[110] angle  0 deg: 94.51, 74.51, 74.51
[110] angle 30 deg: 81.85, 77.52, 77.52
[110] angle 90 deg: 0.00, 0.00, 0.00
[111] angle  0 deg: 218.26, 206.72, 206.71
[111] angle 30 deg: 218.26, 207.36, 207.36
[111] angle 90 deg: 218.26, 207.36, 207.36
[001] lower-state <sigma> (X,Y,Z) at 30 deg = [0.8898, -0.4563, 0.0]
[110] lower-state <sigma> (X,Y,Z) at 30 deg = [0.0, 0.0, -1.0]
[111] lower-state <sigma> (X,Y,Z) at 30 deg = [-0.4984, 0.8633, -0.0788]
[001] relative deviation at gamma, gamma/2: 6.04e-07, 1.51e-07
[110] relative deviation at gamma, gamma/2: 1.03e-05, 2.57e-06
[111] relative deviation at gamma, gamma/2: 8.70e-07, 2.17e-07
asymmetric well: step 50 meV on right half, kappa = 0.052153 nm^-2
[110] in-plane <sigma>, asymmetric well = 1.10e-03
[110] splitting, asymmetric well: first order 86.00, full 86.00 micro-eV
[111] cancelling Rashba alpha = -1.0913 meV nm
[111] left after cancellation,  0 deg: cubic formula 11.547, full 11.547 micro-eV
[111] left after cancellation, 30 deg: cubic formula 20.000, full 20.000 micro-eV
[111] left after cancellation, 90 deg: cubic formula 20.000, full 20.000 micro-eV
verified
```
